# Satellite Decay as a Measure of Interdiffusion in a Superlattice

**Q.** You anneal a superlattice, watch an X-ray satellite fade, and quote a diffusion coefficient. What connects the two?

**A.** Two linear relations and one square. Let the film be a coherent alloy whose composition \(c\), the fraction of one component, varies only along the growth direction \(z\):

\[
c(z,0)=\bar c+a_0\cos qz,\qquad q=\frac{2\pi}{P}.
\]

Here \(P\) is the period and \(a_0\) half the peak-to-valley difference. Suppose the two atoms have equal volumes and the interdiffusion coefficient \(D\) is constant. The flux is then \(J=-D\,\partial c/\partial z\), and conservation, \(\partial c/\partial t=-\partial J/\partial z\), gives

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial z^2}.
\]

Try \(c=\bar c+a(t)\cos qz\). Two derivatives of the cosine return \(-q^2\) times the cosine, so the shape is kept and

\[
\frac{da}{dt}=-q^2Da,\qquad a(t)=a_0e^{-q^2Dt}.
\]

**Q.** That is the composition. A detector doesn't see composition.

**A.** It sees the squared magnitude of a sum over planes. Take \(N\) planes at \(z_n=nd\), filling whole periods, with scattering factors linear in composition:

\[
f_n=\bar f+\Delta f\,a\cos(qnd).
\]

\(\bar f\) belongs to the mean alloy and \(\Delta f\) is the difference between the pure components. In the kinematic approximation each plane scatters the undiminished incident wave once, so the amplitude at scattering vector \(Q\) is \(\sum_n f_ne^{iQnd}\). A Bragg peak lies at \(G=2\pi/d\). At \(Q=G-q\), \(e^{iGnd}=1\), and

\[
F=\sum_n\left[\bar f+\frac{\Delta f\,a}{2}\left(e^{iqnd}+e^{-iqnd}\right)\right]e^{-iqnd}.
\]

The \(\bar f\) term and the term in \(e^{-2iqnd}\) sum to zero over whole periods. The remaining term is the same for every plane:

\[
F=\frac{N\Delta f\,a}{2}.
\]

The satellite at \(G+q\) gives the same value. Hence \(I_1\propto a^2\), and squaring the amplitude doubles the exponent:

\[
\frac{I_1(t)}{I_1(0)}=e^{-2q^2Dt}=\exp\left(-\frac{8\pi^2Dt}{P^2}\right).
\]

Omitting the square would put \(4\pi^2\) in place of \(8\pi^2\), and the inferred \(D\) would be twice too large.

**Q.** Real layers are grown as slabs, and the stack has ends. Your cosine has neither.

**A.** Neither matters to the diffusion part if \(D\) is the same throughout and the surroundings are thick. Let \(u\) be the departure of \(c\) from its value far from the stack, and define \(\hat u(k,t)=\int u\,e^{-ikz}dz\). Integrating by parts twice, with \(u\) and its slope vanishing far away,

\[
\frac{d\hat u}{dt}=D\int\frac{\partial^2u}{\partial z^2}e^{-ikz}dz=-k^2D\,\hat u .
\]

So every Fourier component decays independently as \(e^{-k^2Dt}\), whatever the initial profile. At \(k=q\) this is the same law. At \(k=mq\) the exponent is \(m^2\) times larger, so the third-order satellite of a square-layered stack has nine times the logarithmic decay. Higher orders vanish first, and well inside the stack the profile becomes nearly sinusoidal before it flattens.

I checked this on five periods of square layers buried in a uniform matrix, with \(Dt=0.3\ \mathrm{nm^2}\) and \(P=4.667\) nm. Spreading the profile with the Gaussian solution of the diffusion equation and then transforming it reproduced the first- and third-order decays to one part in \(10^5\).

A free surface is a different boundary: no atoms cross it. The cosine still solves the problem if the surface lies at a composition maximum or minimum, where its slope is zero. For other terminations the surface region departs from the law. In the example below, a film of whole periods with its surfaces at the mean composition would give a \(D\) less than 2% too low after three hours, if X-ray absorption is neglected. If a free film doesn't hold whole periods, the tail of the main peak also adds to the amplitude at the satellite and must be allowed for. Even with whole periods the tail cancels only exactly at \(Q=G\mp q\), and only without absorption: with the absorption of Nb and Ta at 0.154 nm, the film with its surfaces at the mean composition gives a \(D\) about 1% or about 2.6% too low, depending on which metal is richer at the top. If both surfaces lie at composition maxima, or both at minima, it strengthens the satellite on one side of that point and weakens it on the other, so the maximum rises and shifts. In the example below, after three hours, the maximum is 13 to 14% higher than the intensity at the exact position. The shift is away from the main peak if the stronger scatterer is richest at both surfaces, and towards it if it is poorest there. In a film of whole bilayers with equal layers, which begins with one metal and ends with the other, the tail is a quarter-cycle out of phase with the satellite, and the maximum hardly moves. A short buried stack has a shift of its own: the factor \(e^{-k^2Dt}\) favours smaller \(k\) and moves the maximum towards the main peak. So read the intensity at the exact position, or fit the tail together with the satellite. The position must be known well: for the cosine film below, with its surfaces at maxima, an error of a tenth of \(2\pi/L\), where \(L\) is the film thickness, changes the \(D\) inferred after three hours by about 4%. Refraction alone moves the measured satellites of that film by about 0.3 of \(2\pi/L\) towards larger \(Q\), so measure their positions from the main peak, which without absorption moves by almost the same amount. Absorption makes a strong main peak asymmetric: in this film, with atomic numbers as scattering factors, its maximum moves by only 0.26 of \(2\pi/L\), and positions taken from that maximum leave an error of 1 to 3% in \(D\).

**Q.** Composition also changes the plane spacing. Then the satellite contains displacement as well as scattering contrast. Does \(I_1\propto a^2\) survive?

**A.** It survives for small displacements, and the correction can be found. Let the spacing change by a fraction \(\varepsilon\) per unit composition:

\[
x_{n+1}-x_n=d\left[1+\varepsilon a\cos\left((n+\tfrac12)qd\right)\right].
\]

Since \(\sin[(n+1)qd]-\sin(nqd)=2\sin(qd/2)\cos[(n+\tfrac12)qd]\), the positions are

\[
x_n=nd+\frac{\varepsilon ad}{2\sin(qd/2)}\sin(nqd).
\]

Write \(\theta_n=nqd\) and \(X=Q\varepsilon ad/[2\sin(qd/2)]\). The phase factor expands in Bessel functions:

\[
e^{iQx_n}=e^{iQnd}\sum_mJ_m(X)e^{im\theta_n}.
\]

At \(Q=G-q\) the prefactor is \(e^{-i\theta_n}\), so we need the part of \(f_n\sum_mJ_me^{im\theta_n}\) that varies as \(e^{i\theta_n}\). The mean \(\bar f\) supplies \(\bar fJ_1\). The two halves of the cosine supply \((\Delta f\,a/2)(J_0+J_2)\), and \(J_0+J_2=2J_1/X\). At \(G+q\) we need \(e^{-i\theta_n}\), and \(J_{-1}=-J_1\) reverses the sign of the \(\bar f\) term. Thus

\[
F_{G\mp q}=NJ_1(X)\left(\frac{\Delta f\,a}{X}\pm\bar f\right).
\]

I have dropped Bessel orders that differ from these by the number of planes per period; they are negligible for long periods and small \(X\).

The two satellites now have unequal strengths. But \(X\propto a\), so the bracket doesn't change with time, and all the decay is in \(J_1^2(X)\). With \(J_1\simeq(X/2)(1-X^2/8)\),

\[
\ln\frac{I_1(t)}{I_1(0)}\simeq-2q^2Dt+\frac{X_0^2-X^2}{4}.
\]

The correction to the logarithm is at most about \(X_0^2/4\). A satellite whose bracket nearly vanishes is still best avoided, because it is weak.

**Q.** My larger worry is constant \(D\). The two pure metals can have very different diffusivities.

**A.** Let \(D(c)=\bar De^{bu}\), with \(u=c-\bar c\) and \(\bar D\) the value at the mean composition. Use \(\theta=qz\) and \(\tau=q^2\bar Dt\). Because \(e^{bu}\partial u=\partial[(e^{bu}-1)/b]\),

\[
\frac{\partial u}{\partial\tau}=\frac{\partial^2}{\partial\theta^2}\left(u+\frac{b}{2}u^2+\frac{b^2}{6}u^3+\cdots\right).
\]

The nonlinear terms create a second harmonic, so put \(u=a\cos\theta+a_2\cos2\theta\), with \(a_2\) of order \(ba_0^2\). The \(\cos\theta\) part of \(u^2\) is \(aa_2\), and that of \(u^3\) is \(3a^3/4\). The \(\cos2\theta\) part of \(u^2\) is \(a^2/2\). To second order in \(ba_0\),

\[
\frac{da}{d\tau}=-a-\frac{b}{2}aa_2-\frac{b^2}{8}a^3,\qquad
\frac{da_2}{d\tau}=-4a_2-ba^2 .
\]

In the second equation use \(a=a_0e^{-\tau}\) and multiply by \(e^{4\tau}\). The left side becomes the derivative of \(a_2e^{4\tau}\), and with \(a_2(0)=0\)

\[
a_2=-\frac{ba_0^2}{2}\left(e^{-2\tau}-e^{-4\tau}\right).
\]

Dividing the first equation by \(a\) and inserting this,

\[
\frac{d\ln a}{d\tau}=-1+\frac{b^2a_0^2}{8}\left(e^{-2\tau}-2e^{-4\tau}\right).
\]

Integrate from zero and double, because \(I_1\propto a^2\):

\[
\ln\frac{I_1(t)}{I_1(0)}=-2\tau-\frac{b^2a_0^2}{8}\left(e^{-2\tau}-e^{-4\tau}\right).
\]

The correction starts at zero, is largest when \(e^{-2\tau}=1/2\), where its size is \(b^2a_0^2/32\), and then dies away. Early decay is too fast and later decay slightly too slow. The initial logarithmic slope is \(-(2+b^2a_0^2/4)\), so a very short anneal overestimates \(\bar D\) by the fraction \(b^2a_0^2/8\).

**Q.** You also treat the crystal as a continuum. With a period of a few planes, that can't be right.

**A.** Then the decay is still exponential for small amplitudes, but it measures a wavelength-dependent coefficient \(D_q\). Take (110) planes of a bcc alloy with \(\bar c=1/2\). Each atom has four nearest neighbours in its own plane and two in each adjacent plane. In a mean-field regular solution, the free energy per atomic column is

\[
\mathcal F=\sum_n\left[kT\left(c_n\ln c_n+(1-c_n)\ln(1-c_n)\right)+\Omega c_n(1-\tilde c_n)+E(c_n-\bar c)^2\right],
\]

with \(\tilde c_n=(2c_n+c_{n+1}+c_{n-1})/4\). \(\Omega\) is the interaction energy, positive when unlike neighbours are unfavourable, and \(E\) describes the elastic cost of coherency.

For \(u_n=a\cos(nqd)\), the entropy contributes \(4kTu_n\) to \(\mu_n=\partial\mathcal F/\partial c_n\), apart from a constant. The neighbour weights are symmetric, so the interaction contributes \(-2\Omega\tilde u_n\), where \(\tilde u_n=u_n[1-(1-\cos qd)/2]\). Therefore

\[
\mu_n=u_n\left[4kT-2\Omega+\Omega(1-\cos qd)+2E\right].
\]

With constant mobility \(M\) between planes,

\[
\frac{du_n}{dt}=M(\mu_{n+1}-2\mu_n+\mu_{n-1})=-2M(1-\cos qd)\mu_n .
\]

For long waves without coherency energy, the rate is \(q^2D_0=M(qd)^2(4kT-2\Omega)\). Setting the full rate equal to \(q^2D_q\) and dividing gives

\[
\frac{D_q}{D_0}=\frac{2(1-\cos qd)}{(qd)^2}\,
\frac{4kT-2\Omega+\Omega(1-\cos qd)+2E}{4kT-2\Omega}.
\]

As \(qd\to0\) with \(E=0\), the ratio tends to one. If \(2\Omega>4kT\), \(D_0\) is negative: without coherency energy, long-wave modulations grow, and the satellite brightens instead of fading.

**Q.** Give me a case with numbers.

**A.** Consider a Nb–Ta (110) superlattice at 1200 K. Both metals are bcc, they mix fully, their lattice parameters are nearly equal, and their X-ray contrast is strong. I use rough values: a prefactor of 0.3 cm²/s, an activation energy of 4.2 eV and a lattice parameter of 0.330 nm. With \(kT=0.1034\) eV,

\[
D=0.3\,e^{-4.2/0.1034}\ \mathrm{cm^2/s}\simeq6.9\times10^{-19}\ \mathrm{cm^2/s}=6.9\times10^{-5}\ \mathrm{nm^2/s}.
\]

A period of 20 planes is \(P=4.667\) nm, so

\[
\frac{8\pi^2D}{P^2}=\frac{78.96\times6.885\times10^{-5}}{(4.667)^2}\ \mathrm{s^{-1}}=2.50\times10^{-4}\ \mathrm{s^{-1}}.
\]

The intensity falls to \(1/e\) in 67 min. At the same \(D\), doubling the period would multiply this time by four. Starting from \(a_0=0.40\) about \(\bar c=0.50\):

| Time (h) | Amplitude | \(I_1/I_1(0)\) |
|---:|---:|---:|
| 0.5 | 0.320 | 0.638 |
| 1 | 0.255 | 0.407 |
| 2 | 0.163 | 0.166 |
| 3 | 0.104 | 0.068 |

After one hour the amplitude ratio is \(0.2552/0.40=0.638\), and its square is 0.407. Reading the law backwards,

\[
D=\frac{P^2}{8\pi^2t}\ln\frac{I_1(0)}{I_1(t)}
=\frac{21.78\times0.898}{78.96\times3600}\ \mathrm{nm^2/s}\simeq6.9\times10^{-5}\ \mathrm{nm^2/s}.
\]

A finite-difference solution of the diffusion equation, followed by a direct sum over 1000 planes, gave a coefficient of 78.947 against \(8\pi^2=78.957\). The gap is the grid error: with 160 points per period of spacing \(h\), the decay rate is low by the fraction \((qh)^2/12=1.3\times10^{-4}\).

**Q.** Now put your corrections on the same scale. Which of them would change the answer?

**A.** For composition dependence take \(b=-2\), a rough value that makes \(D\) differ by \(e^2\simeq7.4\) between the pure metals. The formula gives a largest shift in \(\ln I_1\) of \((2\times0.4)^2/32=0.020\); the numerical solution also gives 0.020. A straight-line fit to 13 equally spaced intensities over three hours, with strain included, returns 0.9975 of \(\bar D\). A very short anneal would do worse: the initial slope overestimates \(\bar D\) by \(0.64/8=8\%\). The contrast between the real metals may be larger. With \(b=-3.5\), a ratio of 33, a numerical solution gives a largest shift of 0.06 and an initial slope 27% too steep.

For strain, \(\varepsilon=0.001\) gives \(X_0=0.0076\) and \(X_0^2/4=1.5\times10^{-5}\), which is negligible for the decay. The same strain makes the satellite at \(G-q\) 15% stronger than the one at \(G+q\). One should therefore follow the same satellite throughout.

For the short period, take \(\Omega=0.02\) eV and a biaxial elastic modulus \(Y=200\) GPa. A layer strained by \(\varepsilon u\) along both in-plane directions has the stress \(Y\varepsilon u\) along each, and stores the energy \(YV(\varepsilon u)^2\) per atom, with \(V\) the atomic volume. Hence \(E=\varepsilon^2YV\). Here \(\varepsilon\) also stands for the in-plane mismatch per unit composition, which is of the same order. Plane discreteness lowers the rate by 0.82%, the interaction raises it by 0.26%, and coherency adds 0.01%. Together \(D_q/D_0=0.9945\), for small amplitudes. At \(a_0=0.40\) the entropy term is no longer linear in \(u\). A strictly constant mobility would then make the \(D\) inferred after one hour 13% larger than \(D_0\). A mobility proportional to \(c(1-c)\), which makes \(D\) constant in an ideal solution, keeps it within about 1%.

**Q.** And if the satellite is strong enough for the beam to be depleted?

**A.** Then the kinematic sum overstates its intensity. Let a lossless plane reflect the amplitude \(ir\) and transmit \(\sqrt{1-r^2}\). Put it on a stack that reflects \(i\rho\), with all round-trip phases equal to a multiple of \(2\pi\). Summing the repeated reflections,

\[
i\rho'=ir+\frac{(1-r^2)i\rho}{1-(ir)(i\rho)},\qquad
\rho'=\frac{r+\rho}{1+r\rho}.
\]

This is the addition rule for hyperbolic tangents. For small \(r\), \(N\) planes reflect the intensity \(\tanh^2g\), with \(g=Nr\), where the kinematic result is \(g^2\). The fractional loss is about \(2g^2/3\).

For the satellite, \(r\) is the resonant part of the modulation. A sheet with \(n_A\) atoms per area and scattering factor \(f\) reflects the amplitude \(r_e\lambda n_Af/\sin\Theta\), where \(r_e\) is the classical electron radius, \(\lambda\) the wavelength and \(\Theta\) the glancing angle. This holds for an electric field parallel to the sheet; the other polarization is reflected less. At normal incidence the spherical waves from the sheet add to

\[
\int_0^\infty\frac{e^{ikR}}{R}2\pi s\,ds=2\pi\int_{R_0}^{\infty}e^{ikR}dR=i\lambda e^{ikR_0},
\]

since \(s\,ds=R\,dR\) and \(k=2\pi/\lambda\); weak damping removes the upper limit. At glancing incidence the illuminated area per beam area grows as \(1/\sin\Theta\). Replacing \(f\) by \(\Delta f\,a_0/2\) gives \(r\).

With \(\lambda=0.154\) nm, 50 periods, and atomic numbers 41 and 73 used as scattering factors, \(g=0.115\) and the initial loss is 0.88%. Both factors and their difference are smaller at this angle, so this overestimates the loss. A plane-by-plane calculation that includes the main reflection, but not refraction or absorption, gives 0.91%. Refraction also varies with composition and acts like a small strain: it makes the satellite at \(G-q\) about 1.2% weaker and the one at \(G+q\) about 1.2% stronger, a fraction that stays fixed during the anneal. Nearly all of the extinction loss fades with the satellite, so over the three hours it changes the logarithm by at most about 0.009, or 1% of the one-hour exponent of 0.90.

**Q.** So for an hour's anneal most of these corrections can be held to a few per cent. I don't believe a furnace measurement is that good.

**A.** It need not be. From \(D\propto e^{-Q_a/kT}\), with activation energy \(Q_a\), a small temperature error gives \(\delta\ln D=(Q_a/kT)(\delta T/T)\). Here that is \(40.6\times5/1200=0.17\) for 5 K; without linearizing, \(D\) rises by 18%. For anneals of an hour or more, this is the largest of the errors in \(D\) sized here. Heating and cooling at 1 K/s add the equivalent of 56 s at 1200 K, or 1.6% of a one-hour anneal, and this can be subtracted.

**Q.** How close is this to a real Nb–Ta film?

**A.** The crystal structure, near lattice match and miscibility are those of the real pair. The diffusion parameters are rough, and because \(D\) depends exponentially on the activation energy, the 67 min is an order-of-magnitude guide. Real films also contain dislocations and grain boundaries that act as fast paths, and these refractory metals take up oxygen. Reaction with the substrate is left out too.

A simple estimate shows the effect of fast paths. If a fraction \(\phi\) of the film area mixes completely while the rest follows the law, the coherent amplitude is multiplied by \(1-\phi\) and the intensity by about \(1-2\phi\). For \(\phi=1\%\), \(\ln I_1\) shifts by \(-0.02\), which raises the \(D\) inferred after one hour by about 2%. An early drop followed by a straight line in \(\ln I_1\) against time is compatible with this, but composition-dependent \(D\) also gives a fast start. Comparing different starting amplitudes helps to separate them, since the second effect scales as \(a_0^2\). The slope of the later straight part is then the safer measure of \(D\), provided temperature and microstructure stay fixed. The remaining computed values are in the numerical output.

## Computed results

```
temperature: 1200 K; kT: 0.1034 eV
rough diffusion prefactor: 0.3 cm2/s
rough activation energy: 4.2 eV
interdiffusion coefficient D: 6.885e-05 nm2/s = 6.885e-19 cm2/s
rough lattice parameter: 0.330 nm
(110) plane spacing d: 0.2333 nm
planes per period: 20; periods: 50
period P: 4.667 nm; q: 1.3463 1/nm
total thickness: 233.3 nm
mean Ta fraction: 0.50; initial amplitude: 0.40
intensity decay rate 8 pi^2 D/P^2: 2.496e-04 1/s
time for intensity to fall to 1/e: 66.8 min
simulated coefficient -ln(I/I0) P^2/(D t): 78.947
8 pi^2: 78.957
t = 0.5 h: amplitude 0.3195, I/I0 law 0.6381, simulated 0.6381
t = 1.0 h: amplitude 0.2552, I/I0 law 0.4072, simulated 0.4072
t = 2.0 h: amplitude 0.1629, I/I0 law 0.1658, simulated 0.1658
t = 3.0 h: amplitude 0.1039, I/I0 law 0.0675, simulated 0.0675
rough d ln D/dc, b: -2.0
largest |shift of ln I| from D(c), simulated: 0.0198
same from b^2 a0^2/32: 0.0200
rough spacing change per unit composition: 0.0010
initial Bessel argument X0: 0.00763; X0^2/4: 1.46e-05
intensity ratio of satellites I(G-q)/I(G+q): 1.154
fitted D/true D, with strain and D(c): 0.9975
rough interaction energy: 0.020 eV per atom
plane-discreteness factor: 0.99180
relative gradient-energy term: 2.62e-03
rough elastic modulus: 200 GPa
relative coherency-energy term: 1.20e-04
combined D_q/D_0: 0.99452
X-ray wavelength: 0.154 nm
scattering factors taken as Z: Nb 41, Ta 73
extinction parameter g: 0.1151
initial intensity lost, satellite alone: 0.876 %
shift of |R|^2/g^2 by main-peak tail: -3.73e-04
initial intensity lost, full stack: 0.906 %
ramp rate: 1.0 K/s
equivalent time of heating plus cooling: 56.4 s
change of D for a 5 K error: 18.4 %
```
